# Ewald Summation of Periodic Dipole Fields and the Shape-Dependent Surface Term: a program that tests the result

```python
"""Ewald summation of periodic dipole fields and its shape-dependent term.

Result under test, for a large sample of shape S:
    T_S(r) = T_tf(r) - (4 pi / V) L_S
T_S  : lattice sum of the dipole tensor (3 r r - r^2 1)/r^5 over the sample
T_tf : Ewald sum without k = 0 (zero macroscopic field), independent of eta
L_S  : depolarization tensor of the shape, trace 1;  V : cell volume
eta  : splitting parameter (1/bohr);  s : dimensionless cutoff
Dipoles are lengths d = p/e (bohr). Rydberg units: e^2 = 2 Ry bohr, and
the field is F = e E = 2 sum T d in Ry/bohr.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, dblquad
from scipy.special import erfc

E2 = 2.0
ONE = np.eye(3)


def lattice_points(cell, radius):
    """Lattice vectors covering a sphere of the given radius (rows of cell)."""
    inverse = np.linalg.inv(cell)
    m = np.ceil(radius * np.linalg.norm(inverse, axis=0)).astype(int) + 1
    axes = [np.arange(-k, k + 1) for k in m]
    n = np.stack(np.meshgrid(*axes, indexing="ij"), -1).reshape(-1, 3)
    return n @ cell


def screened_tensor_sum(x, eta):
    """Sum of the Hessians of erfc(eta r)/r over the displacements x."""
    r = np.linalg.norm(x, axis=1)
    gauss = 2 * eta / np.sqrt(np.pi) * np.exp(-(eta * r)**2) / r**2
    b = erfc(eta * r) / r**3 + gauss
    c = 3 * erfc(eta * r) / r**5 + gauss * (2 * eta**2 + 3 / r**2)
    return (x * c[:, None]).T @ x - b.sum() * ONE


def ewald_parts(cell, r, eta, s=6.0):
    """Real-space, reciprocal-space and self parts of T_tf(r)."""
    volume = abs(np.linalg.det(cell))
    x = r + lattice_points(cell, s / eta + np.linalg.norm(r))
    dist = np.linalg.norm(x, axis=1)
    real = screened_tensor_sum(x[(dist > 1e-9) & (dist < s / eta)], eta)
    k = lattice_points(2 * np.pi * np.linalg.inv(cell).T, 2 * eta * s)
    k2 = (k**2).sum(axis=1)
    keep = (k2 > 1e-12) & (k2 < (2 * eta * s)**2)
    k, k2 = k[keep], k2[keep]
    w = np.exp(-k2 / (4 * eta**2)) / k2 * np.cos(k @ r)
    recip = -4 * np.pi / volume * (k * w[:, None]).T @ k
    at_site = np.linalg.norm(r) < 1e-9
    own = 4 * eta**3 / (3 * np.sqrt(np.pi)) * ONE if at_site else 0 * ONE
    return np.array([real, recip, own])


def ewald(cell, r, eta=0.25, s=6.0):
    return ewald_parts(cell, r, eta, s).sum(axis=0)


def bare_tensor_sum(x, weight):
    """Weighted direct sum of the bare dipole tensor, own site left out."""
    r2 = (x**2).sum(axis=1)
    keep = r2 > 1e-12
    x, r2, weight = x[keep], r2[keep], weight[keep]
    return ((x * (3 * weight / r2**2.5)[:, None]).T @ x
            - (weight / r2**1.5).sum() * ONE)


def spheroid_sum(cell, r, semi):
    """Direct sum with a smooth weight: a superposition of similar spheroids."""
    x = r + lattice_points(cell, 1.85 * max(semi) + np.linalg.norm(r))
    scaled2 = ((x / np.array(semi))**2).sum(axis=1)
    return bare_tensor_sum(x, np.exp(-scaled2**3))


def box_sum(cell, r, counts):
    """Direct sum over a sharp box of whole cells, odd count per axis."""
    axes = [np.arange(-(c // 2), c // 2 + 1) for c in counts]
    n = np.stack(np.meshgrid(*axes, indexing="ij"), -1).reshape(-1, 3)
    return bare_tensor_sum(r + n @ cell, np.ones(len(n)))


def box_depolarization(h):
    """L at the centre of a box with half-sides h, from solid angles."""
    diagonal = np.sqrt(sum(v * v for v in h))
    product = h[0] * h[1] * h[2]
    return np.diag([2 / np.pi * np.arctan(product / (v * v * diagonal))
                    for v in h])


def oblate_depolarization(ratio):
    """L of an oblate spheroid, ratio = short/long semi-axis, short along z."""
    ecc = np.sqrt(1 - ratio**2)
    lz = (1 - ratio * np.arcsin(ecc) / ecc) / ecc**2
    return np.diag([(1 - lz) / 2, (1 - lz) / 2, lz])


def susceptibility(t_same, t_cross, alpha, volume):
    """Cell response of two equal polarizable sites to a uniform field."""
    coupling = np.block([[t_same, t_cross], [t_cross, t_same]])
    g = np.linalg.inv(np.eye(6) / alpha - coupling)
    return g.reshape(2, 3, 2, 3).sum(axis=(0, 2)) / volume


def site_fields(t_same, t_cross, d1, d2):
    return E2 * np.array([t_same @ d1 + t_cross @ d2,
                          t_cross @ d1 + t_same @ d2])


# ---- model input ----
a, c = 8.0, 10.0
cell = np.diag([a, a, c])
V = a * a * c
zero, shift = np.zeros(3), np.array([4.0, 4.0, 4.0])
d1, d2 = np.array([0.1, 0.0, 0.3]), np.array([0.0, 0.1, 0.2])
D = d1 + d2
alpha = 20.0
unit = 4 * np.pi / V

# ---- kernel and self term against symbolic derivatives ----
xs = sp.symbols("x y z", real=True)
rad = sp.sqrt(sum(q**2 for q in xs))
eta_test = sp.Rational(3, 10)
point = np.array([1.2, -2.1, 3.3])
hess = sp.hessian(sp.erfc(eta_test * rad) / rad, xs)
hess = np.array(hess.subs(dict(zip(xs, point))).evalf(), dtype=float)
assert np.allclose(hess, screened_tensor_sum(point[None, :], 0.3), atol=1e-12)
t = sp.symbols("t", positive=True)
smooth = sp.series(sp.erf(eta_test * t), t, 0, 5).removeO()
curvature = 2 * float(sp.expand(smooth / t).coeff(t, 2))
assert np.isclose(-curvature, ewald_parts(cell, zero, 0.3)[2][0, 0])

# ---- independence from eta, tetragonal and triclinic ----
etas = [0.15, 0.25, 0.40, 0.60]
parts = []
for eta in etas:
    same, cross = (ewald_parts(cell, r, eta) for r in (zero, shift))
    parts.append(E2 * (same @ d1 + cross @ d2))
parts = np.array(parts)
totals = parts.sum(axis=1)
spread = np.ptp(totals, axis=0).max()
spread_no_self = np.ptp(parts[:, :2].sum(axis=1), axis=0).max()
assert spread < 1e-12 and spread_no_self > 1e-2
tri = np.array([[8.0, 0.0, 0.0], [1.5, 7.5, 0.0], [-1.0, 2.0, 9.0]])
tri_r = np.array([2.3, 3.1, 3.7])
tri_all = np.array([ewald(tri, tri_r, eta) for eta in etas])
tri_spread = np.ptp(tri_all, axis=0).max()
assert tri_spread < 1e-12

# ---- cutoff error ----
Tsame, Tcross = ewald(cell, zero), ewald(cell, shift)
cut_s = [2.0, 3.0, 4.0]
cut_err = [max(abs(ewald(cell, zero, s=s) - Tsame).max(),
               abs(ewald(cell, shift, s=s) - Tcross).max()) for s in cut_s]
for s, err in zip(cut_s, cut_err):
    assert err < 10 * unit * s**3 * np.exp(-s * s)
assert cut_err[0] > cut_err[1] > cut_err[2]

# ---- trace rule and cubic Lorentz value ----
for tensor in (Tsame, Tcross):
    assert np.isclose(np.trace(tensor), unit, rtol=1e-11)
tri_volume = np.linalg.det(tri)
assert np.isclose(np.trace(tri_all[0]), 4 * np.pi / tri_volume, rtol=1e-10)
cubic = ewald(a * ONE, zero)
assert np.allclose(cubic, 4 * np.pi / (3 * a**3) * ONE, atol=1e-13)

# ---- depolarization tensors against surface quadrature ----
Lob = oblate_depolarization(0.5)
lz_quad = quad(lambda u: 4 * u * u / (1 - u * u + 4 * u * u), 0, 1)[0]
assert np.isclose(Lob[2, 2], lz_quad, rtol=1e-10)
flat, long_ = np.array([3, 3, 1]), np.array([1, 1, 3])
L_box = {}
for name, shape in (("flat", flat), ("long", long_)):
    h = shape * np.array([a, a, c]) / 2
    L_box[name] = box_depolarization(h)
    face = dblquad(lambda y, x: h[2] / (x*x + y*y + h[2]**2)**1.5,
                   0, h[0], 0, h[1])[0]
    assert np.isclose(L_box[name][2, 2], 8 * face / (4 * np.pi), rtol=1e-7)
    assert np.isclose(np.trace(L_box[name]), 1.0)
L_slab = np.diag([0.0, 0.0, 1.0])
assert np.allclose(box_depolarization([1e6, 1e6, 1.0]), L_slab, atol=1e-5)

# ---- surface term from sharp boxes, error falling as 1/N^2 ----
box_rows = {}
for name, shape in (("flat", flat), ("long", long_)):
    small = np.array([box_sum(cell, r, 15 * shape) for r in (zero, shift)])
    large = np.array([box_sum(cell, r, 45 * shape) for r in (zero, shift)])
    limit = (9 * large - small) / 8
    target = np.array([Tsame, Tcross]) - unit * L_box[name]
    assert abs(limit - target).max() < 1e-3 * unit
    ratio = abs(small - target).max() / abs(large - target).max()
    assert 7 < ratio < 11
    fz = [site_fields(*q, d1, d2)[0, 2] for q in (small, large, limit, target)]
    box_rows[name] = fz + [ratio]

# ---- surface term from smooth spheroidal sums ----
semi_ob, semi_sp = (200.0, 200.0, 100.0), (120.0, 120.0, 120.0)
ob = [spheroid_sum(cell, r, semi_ob) for r in (zero, shift)]
sph = [spheroid_sum(cell, r, semi_sp) for r in (zero, shift)]
dev = 0.0
for sums, L in ((ob, Lob), (sph, ONE / 3)):
    for got, tf in zip(sums, (Tsame, Tcross)):
        dev = max(dev, abs(got - tf + unit * L).max() / unit)
assert dev < 1e-5
tri_direct = spheroid_sum(tri, tri_r, semi_ob)
tri_target = tri_all[0] - 4 * np.pi / tri_volume * Lob
assert abs(tri_direct - tri_target).max() < 1e-5 * unit
assert abs(tri_target[0, 1]) > 1e-3 * unit

# ---- antiparallel dipoles: no shape dependence ----
anti = [site_fields(*q, d1, -d1)[0, 2] for q in ((Tsame, Tcross), sph, ob)]
assert np.ptp(anti) < 1e-6

# ---- fields and energies for several shapes ----
shapes = {"tin-foil": 0 * ONE, "sphere": ONE / 3, "oblate 2:1": Lob,
          "slab": L_slab}
F, energy = {}, {}
for name, L in shapes.items():
    F[name] = site_fields(Tsame - unit * L, Tcross - unit * L, d1, d2)
    energy[name] = -0.5 * (d1 @ F[name][0] + d2 @ F[name][1])
F_direct = site_fields(*ob, d1, d2)
energy_direct = -0.5 * (d1 @ F_direct[0] + d2 @ F_direct[1])
surface_energy = E2 * 2 * np.pi / V * D @ Lob @ D
assert np.isclose(energy_direct, energy["tin-foil"] + surface_energy,
                  atol=1e-7)

# ---- dielectric tensor: intrinsic although applied-field response is not ----
eps = ONE + 4 * np.pi * susceptibility(Tsame, Tcross, alpha, V)
applied = {}
for name, sums, L in (("sphere", sph, ONE / 3), ("oblate", ob, Lob)):
    ext = susceptibility(*sums, alpha, V)
    applied[name] = 4 * np.pi * ext[2, 2]
    back = ext @ np.linalg.inv(ONE - 4 * np.pi * L @ ext)
    assert np.allclose(ONE + 4 * np.pi * back, eps, atol=1e-4)
assert abs(applied["sphere"] - applied["oblate"]) > 0.01


def clausius_mossotti(density):
    y = 4 * np.pi / 3 * density * alpha
    return (1 + 2 * y) / (1 - y)


eps_cubic = 1 + 4 * np.pi / a**3 / (1 / alpha - cubic[0, 0])
assert np.isclose(eps_cubic, clausius_mossotti(1 / a**3), rtol=1e-10)
stretch = 0.8**(-1 / 3)
thin = [ewald(stretch * cell, stretch * r) for r in (zero, shift)]
eps_thin = ONE + 4 * np.pi * susceptibility(*thin, alpha, V / 0.8)
assert eps_thin[0, 0] < eps[0, 0] and eps_thin[2, 2] < eps[2, 2]

# ---- printed results ----
rydberg_ev = const.value("Rydberg constant times hc in eV")
bohr_nm = const.value("Bohr radius") * 1e9
to_v_nm = rydberg_ev / bohr_nm
print(f"cell a, c = {a:.1f}, {c:.1f} bohr; V = {V:.1f} bohr^3")
print("site 2 at", shift, "bohr; d1 =", d1, "d2 =", d2, "bohr")
print(f"4 pi/V = {unit:.8f} bohr^-3")
print("T_tf same site xx, zz (bohr^-3):",
      f"{Tsame[0, 0]:.8f} {Tsame[2, 2]:.8f}")
print("T_tf cross site xx, zz (bohr^-3):",
      f"{Tcross[0, 0]:.8f} {Tcross[2, 2]:.8f}")
print("F_z at site 1 (Ry/bohr): eta (1/bohr), real, recip, self, total")
for eta, p, tot in zip(etas, parts, totals):
    print(f"  {eta:.2f} {p[0, 2]:.10f} {p[1, 2]:.10f}"
          f" {p[2, 2]:.10f} {tot[2]:.10f}")
print(f"spread over eta: {spread:.1e} Ry/bohr")
print(f"spread without self term: {spread_no_self:.4f} Ry/bohr")
print(f"triclinic tensor spread over eta: {tri_spread:.1e} bohr^-3")
for s, err in zip(cut_s, cut_err):
    print(f"cutoff s = {s:.0f}: largest tensor error {err:.1e} bohr^-3")
print("box sums, F_z at site 1 (Ry/bohr): N=15, N=45, limit, formula")
for name, row in box_rows.items():
    print(f"  {name}: " + " ".join(f"{v:.7f}" for v in row[:4]))
    print(f"    L_zz = {L_box[name][2, 2]:.6f}, error ratio {row[4]:.2f}")
print(f"spheroid sums: largest deviation {dev:.1e} of 4 pi/V")
print("shape: L_zz, F_z site 1, F_z site 2 (Ry/bohr), energy/cell (Ry)")
for name, L in shapes.items():
    print(f"  {name}: {L[2, 2]:.6f} {F[name][0, 2]:.7f}"
          f" {F[name][1, 2]:.7f} {energy[name]:.7f}")
print(f"1 Ry/bohr per e = {to_v_nm:.3f} V/nm")
for name in ("tin-foil", "slab"):
    print(f"F_z/e site 1, {name}: {F[name][0, 2] * to_v_nm:.4f} V/nm")
print("antiparallel d1, -d1: F_z site 1 (Ry/bohr)")
print("  tin-foil, sphere, oblate: " + " ".join(f"{v:.7f}" for v in anti))
print(f"polarizability volume per site = {alpha:.1f} bohr^3")
print("4 pi P_z/E_applied: sphere, oblate =",
      f"{applied['sphere']:.5f} {applied['oblate']:.5f}")
print("density: eps_xx, eps_zz, Clausius-Mossotti")
for rel, e in ((1.0, eps), (0.8, eps_thin)):
    print(f"  {rel:.1f}: {e[0, 0]:.5f} {e[2, 2]:.5f}"
          f" {clausius_mossotti(2 * rel / V):.5f}")
print("PASS")
```

Output:

```
cell a, c = 8.0, 10.0 bohr; V = 640.0 bohr^3
site 2 at [4. 4. 4.] bohr; d1 = [0.1 0.  0.3] d2 = [0.  0.1 0.2] bohr
4 pi/V = 0.01963495 bohr^-3
T_tf same site xx, zz (bohr^-3): 0.00869545 0.00224406
T_tf cross site xx, zz (bohr^-3): 0.00518147 0.00927201
F_z at site 1 (Ry/bohr): eta (1/bohr), real, recip, self, total
  0.15 0.0036677407 -0.0001358142 0.0015233119 0.0050552383
  0.25 0.0013063764 -0.0033035079 0.0070523698 0.0050552383
  0.40 0.0000374010 -0.0238686693 0.0288865067 0.0050552383
  0.60 0.0000000081 -0.0924367299 0.0974919600 0.0050552383
spread over eta: 7.9e-16 Ry/bohr
spread without self term: 0.0960 Ry/bohr
triclinic tensor spread over eta: 1.2e-16 bohr^-3
cutoff s = 2: largest tensor error 1.4e-03 bohr^-3
cutoff s = 3: largest tensor error 5.1e-06 bohr^-3
cutoff s = 4: largest tensor error 1.5e-08 bohr^-3
box sums, F_z at site 1 (Ry/bohr): N=15, N=45, limit, formula
  flat: -0.0076926 -0.0076937 -0.0076939 -0.0076939
    L_zz = 0.649307, error ratio 9.00
  long: 0.0042250 0.0042248 0.0042248 0.0042248
    L_zz = 0.042296, error ratio 9.00
spheroid sums: largest deviation 2.7e-09 of 4 pi/V
shape: L_zz, F_z site 1, F_z site 2 (Ry/bohr), energy/cell (Ry)
  tin-foil: 0.000000 0.0050552 0.0064608 -0.0015783
  sphere: 0.333333 -0.0014897 -0.0000842 0.0001889
  oblate 2:1: 0.527200 -0.0052963 -0.0038907 0.0011024
  slab: 1.000000 -0.0145797 -0.0131741 0.0033305
1 Ry/bohr per e = 257.110 V/nm
F_z/e site 1, tin-foil: 1.2998 V/nm
F_z/e site 1, slab: -3.7486 V/nm
antiparallel d1, -d1: F_z site 1 (Ry/bohr)
  tin-foil, sphere, oblate: -0.0042168 -0.0042168 -0.0042168
polarizability volume per site = 20.0 bohr^3
4 pi P_z/E_applied: sphere, oblate = 0.76143 0.66349
density: eps_xx, eps_zz, Clausius-Mossotti
  1.0: 2.08711 2.02042 2.06394
  0.8: 1.80764 1.77024 1.79478
PASS
```
